# Electron Loop, Its Cut and the Pair-Production Cross Section

## 1. A loop without spin

Take two particles of rest energy $M$ that run around a loop carrying total energy $W$ and zero total momentum. Leave out spin, so that the loop is a product of two propagators. At fixed momentum $\mathbf k$ each particle has energy $E=\sqrt{\mathbf k^2+M^2}$, and a real pair can form if $W=2E$. The discontinuity of the loop across the real axis of $W^2$, which later gives the imaginary part of the photon self-energy, comes from this coincidence.

Atomic units are used: $\hbar=m_e=e=4\pi\epsilon_0=1$, so the speed of light is $c=1/\alpha$ and the electron has $M=c^2$. Four-momenta are multiplied by $c$, so all their components are energies. The metric is $(+,-,-,-)$, and $s=q^2=W^2$ in the rest frame $q=(W,\mathbf 0)$. The spinless loop is

$$B(s)=\int\!\frac{d^4k}{(2\pi)^4}\frac{1}{D_1D_2},$$

$$D_1=k^2-M^2+i0,\qquad D_2=(k+q)^2-M^2+i0 .$$

**The energy integral.** The $i0$ replaces $E$ by $E-i0$. The poles in the lower half of the $k^0$ plane are then at $k^0=E$ and $k^0=E-W$. Closing the contour there gives $-i$ times the sum of residues after division by $2\pi$. At the first pole $D_2=(E+W)^2-E^2=W(W+2E)$; at the second $D_1=(E-W)^2-E^2=W(W-2E)$. The other denominator contributes $1/(2E)$ each time. Hence

$$\int\!\frac{dk^0}{2\pi}\frac1{D_1D_2}
=\frac{-i}{2EW}\left[\frac1{W+2E}+\frac1{W-2E}\right]
=\frac{i}{E(4E^2-s-i0)} .$$

The bracket equals $2W/(W^2-4E^2)$, which cancels the $W$ in front.

**The discontinuity.** Since $1/(x\mp i0)=\mathrm P(1/x)\pm i\pi\delta(x)$, the difference between the values just above and just below the real $s$ axis is

$$\mathrm{Disc}\,B=B(s+i0)-B(s-i0)
=i(2\pi i)\int\!\frac{d^3k}{(2\pi)^3}\frac{\delta(4E^2-s)}{E}.$$

The angles give $4\pi$. From $k\,dk=E\,dE$ we have $k^2dk/E=k\,dE$, and the delta function contributes $1/(8E)$ at $E=W/2$:

$$\mathrm{Disc}\,B=-\frac1\pi\,\frac{k}{8E}=-\frac{\beta}{8\pi},
\qquad \beta=\frac kE=\sqrt{1-\frac{4M^2}{s}} .$$

Here $\beta$ is the speed of each particle in units of $c$. For $0<s<4M^2$ the denominator $4E^2-s$ never vanishes and there is no discontinuity. The integral $B$ diverges logarithmically at large $k$, but the divergent part does not depend on $s$ and drops out of the difference.

## 2. The Cutkosky rule for this loop

The rule says: to get the discontinuity, replace each cut propagator by a delta function that puts the particle on its mass shell, with positive energy flowing across the cut,

$$\frac1{p^2-M^2+i0}\;\to\;-2\pi i\,\delta(p^2-M^2)\,\theta(p^0).$$

With $p=k+q$, the particle $p$ crosses the cut forwards and the line $k$ returns, so $-k$ is the momentum of the antiparticle and $k^0=-E$. The delta function for $k$ gives $1/(2E)$. The other has the argument $(W-E)^2-E^2=W(W-2E)$. The rule therefore yields

$$\begin{aligned}
(-2\pi i)^2\!\int\!\frac{d^3k}{(2\pi)^4}\frac{\delta\big(W(W-2E)\big)}{2E}
&=-\frac1{2\pi}\int\! k\,dE\;\delta\big(W(W-2E)\big)\\
&=-\frac1{2\pi}\,\frac{k}{2W}=-\frac{\beta}{8\pi},
\end{aligned}$$

because $k=\beta W/2$. This agrees with section 1, so the rule is established for the bubble.

The same number measures the room available to a real pair. The two-body phase space is

$$\Phi_2=\int\!\frac{d^3p}{(2\pi)^3}\frac{2\pi\,\delta(W-2E)}{(2E)^2}
=\frac1\pi\int\!\frac{p\,dE}{4E}\,\delta(W-2E)=\frac{\beta}{8\pi},$$

and $\mathrm{Disc}\,B=-\Phi_2$.

## 3. The electron loop and the sign of $\Pi$

Each vertex is $-ig\gamma^\mu$ with $g^2=4\pi\alpha=4\pi/c$. Current conservation restricts the loop to one scalar function, defined here by

$$i\Pi^{\mu\nu}(q)=-i\,(q^2g^{\mu\nu}-q^\mu q^\nu)\,\Pi(q^2).$$

To see what this sign means, insert the loop into a photon line between conserved currents, where the $q^\mu q^\nu$ terms vanish. Each insertion, with the propagator that follows it, multiplies the line by $(-iq^2\Pi)(-i/q^2)=-\Pi$. The geometric series of insertions turns $-i/q^2$ into

$$\frac{-i}{q^2\,(1+\Pi)} .$$

Thus $1+\Pi$ acts as a permittivity of the vacuum, and absorption means $\mathrm{Im}\,\Pi>0$. If $\Pi$ is defined with the opposite sign, its imaginary part is negative and the physics is unchanged.

The Feynman rules give a factor $-1$ for the closed fermion loop, $(-ig)^2$ for the vertices and $i^2$ for the propagators, in total $-g^2$:

$$i\Pi^{\mu\nu}=-g^2\!\int\!\frac{d^4k}{(2\pi)^4}
\frac{\mathrm{tr}[\gamma^\mu(\not k+M)\gamma^\nu(\not p+M)]}{D_1D_2},\qquad p=k+q .$$

Contract with $g_{\mu\nu}$. The left side becomes $-i(4s-s)\Pi=-3is\,\Pi$. On the right, $\gamma^\mu\!\not k\gamma_\mu=-2\!\not k$ and $\gamma^\mu\gamma_\mu=4$, so the trace is

$$N=\mathrm{tr}[(-2\!\not k+4M)(\not p+M)]=16M^2-8\,k\cdot p .$$

The product $k\cdot p$ follows from $q=p-k$. Since $k^2=M^2+D_1$ and $p^2=M^2+D_2$,

$$s=p^2+k^2-2k\cdot p\;\Rightarrow\; k\cdot p=M^2-\frac s2+\frac{D_1+D_2}2,$$

$$N=4(s+2M^2)-4(D_1+D_2).$$

In the last two terms one propagator cancels. What remains is an integral over a single propagator, which after a shift of $k$ does not depend on $q$ and has no discontinuity.

The loop needs a regulator that respects current conservation, for instance a continued dimension $d$. This changes the trace factors by terms proportional to $d-4$. They multiply $\mathrm{Disc}\,B$, which is finite, and so vanish at $d=4$.

## 4. The imaginary part

Taking the discontinuity of $-3is\,\Pi=-g^2\int N/(D_1D_2)$ gives

$$\mathrm{Disc}\,\Pi=\frac{g^2}{3is}\,4(s+2M^2)\left(-\frac{\beta}{8\pi}\right)
=\frac{i g^2}{6\pi}\,\beta\left(1+\frac{2M^2}{s}\right),$$

where $1/i=-i$ and the two minus signs cancel. Sections 1 and 3 show that the integrals are $i$ times real functions below threshold, so $\Pi$ is real there. Its values on the two sides of the cut are then complex conjugates, and $\mathrm{Disc}\,\Pi=2i\,\mathrm{Im}\,\Pi(s+i0)$. Dividing by $2i$ and using $g^2/(12\pi)=\alpha/3$,

$$\boxed{\;\mathrm{Im}\,\Pi(s+i0)=\frac{\alpha}{3}\sqrt{1-\frac{4M^2}{s}}\left(1+\frac{2M^2}{s}\right),\qquad s>4M^2\;}$$

and $\mathrm{Im}\,\Pi=0$ for $0<s<4M^2$. This is the lowest order in $\alpha$.

## 5. The cut as a sum over real pairs

The factor $1+2M^2/s$ comes from the spins. A photon creates an electron of momentum $p$ and a positron of momentum $p'$ through the current $j^\mu=\bar u(p)\gamma^\mu v(p')$. The Dirac equations $\bar u\!\not p=M\bar u$ and $\not p'v=-Mv$ give $q_\mu j^\mu=(M-M)\bar uv=0$, so $j^0=0$ in the rest frame. For the spatial components, the sum over spins is

$$\begin{aligned}
\sum j^ij^{l*}&=\mathrm{tr}[(\not p+M)\gamma^i(\not p'-M)\gamma^l]\\
&=4\left[p^ip'^l+p^lp'^i+\delta^{il}(p\cdot p'+M^2)\right]
=2s\,\delta^{il}-8p^ip^l,
\end{aligned}$$

since $\mathbf p'=-\mathbf p$ and $p\cdot p'=s/2-M^2$. Each direction perpendicular to $\mathbf p$ contributes $2s$. The direction along $\mathbf p$ contributes $2s-8\mathbf p^2=8M^2$, because $4\mathbf p^2=s-4M^2$. The current along the line of flight is therefore a mass effect that fades, relative to the others, at high energy.

Averaging over angles replaces $p^ip^l$ by $\delta^{il}\mathbf p^2/3$:

$$\Big\langle\sum j^ij^{l*}\Big\rangle=\frac43(s+2M^2)\,\delta^{il}.$$

Summed over the three directions this is $4(s+2M^2)$, the numerator found on the cut.

## 6. The optical theorem

A cross section needs an initial state. Let a lepton and antilepton of another species, with unit charge and rest energy $M_i$, annihilate through one virtual photon into $e^+e^-$. Weak interactions are neglected.

**Unitarity.** Write $S=1+iT$. Then $S^\dagger S=1$ gives $-i(T-T^\dagger)=T^\dagger T$. Take the matrix element between identical initial and final states, and remove the factor $(2\pi)^4\delta^4$ for total momentum. The share of the electron-pair states is

$$2\,\mathrm{Im}\,\mathcal M=\int\! d\Phi_2\sum|\mathcal M_{e^+e^-}|^2 .$$

Here $\mathcal M$ is the part of the forward amplitude in which the initial pair annihilates into a photon of momentum $q$ that carries the electron loop. The loop can also sit on a photon exchanged between the two leptons, but there its momentum is not timelike, $\Pi$ is real, and nothing is added to the imaginary part. At the order considered here, $g^4$, the imaginary parts of the remaining contributions belong to other final states.

The cross section is the right side divided by the flux factor $4p_iW=2s\beta_i$, where $p_i=\beta_iW/2$ is the initial momentum and $\beta_i=\sqrt{1-4M_i^2/s}$. This has the dimension of an inverse squared energy, and the factor $(\hbar c)^2=c^2$ turns it into an area. Thus

$$\mathrm{Im}\,\mathcal M=\frac{s\beta_i\,\sigma}{c^2}.$$

**The forward amplitude.** Let $J^\mu$ be the current of the initial pair. Two vertices, two photon propagators and the loop give

$$i\mathcal M=(-ig)^2\left(\frac{-i}{s}\right)^{2}(-is\Pi)\,J^*\!\cdot J
=-\frac{ig^2}{s}\,\Pi\,J^*\!\cdot J .$$

In the rest frame $J^0=0$, so $J^*\!\cdot J=-|\mathbf J|^2$. Section 5 with $M\to M_i$ gives $4(s+2M_i^2)$ for the spin sum of $|\mathbf J|^2$, and the average over four initial spin states divides it by 4:

$$\mathcal M=g^2\,\Pi\left(1+\frac{2M_i^2}{s}\right).$$

**The other side.** The production amplitude has magnitude $(g^2/s)\,|\mathbf J\cdot\mathbf j|$. With the angular average of section 5 and $\Phi_2=\beta/(8\pi)$,

$$\begin{aligned}
\frac12\int\! d\Phi_2\sum|\mathcal M_{e^+e^-}|^2
&=\frac{g^4}{2s^2}(s+2M_i^2)\,\frac43(s+2M^2)\,\frac{\beta}{8\pi}\\
&=g^2\left(1+\frac{2M_i^2}{s}\right)\frac{g^2}{12\pi}\,\beta\left(1+\frac{2M^2}{s}\right).
\end{aligned}$$

The last group of factors is $\mathrm{Im}\,\Pi$, so this equals $\mathrm{Im}\,\mathcal M$. The optical theorem holds in size and sign. Solving for $\sigma$ with $c^2g^2=4\pi c$,

$$\boxed{\;\sigma=\frac{4\pi c}{s\,\beta_i}\left(1+\frac{2M_i^2}{s}\right)\mathrm{Im}\,\Pi(s)\;}$$

For a massless probe pair, $M_i=0$ and $\beta_i=1$, this becomes

$$\sigma=\frac{4\pi}{3s}\,\beta\left(1+\frac{2M^2}{s}\right),$$

in bohr$^2$ if $s$ is in hartree$^2$. Such a probe is a theoretical device: it reaches the electron threshold, which a muon pair, with $W\ge2M_\mu$, cannot.

## 7. Limits, and where the result fails

**Threshold.** From $4M^2/s=1-\beta^2$ it follows that $1+2M^2/s=(3-\beta^2)/2$, and

$$\mathrm{Im}\,\Pi=\frac{\alpha}{6}\,\beta(3-\beta^2)\;\to\;\frac{\alpha\beta}{2}\qquad(\beta\to0).$$

The linear rise is that of the phase space.

Close to threshold the lowest order is not sufficient, because the slow electron and positron attract each other. In atomic units each has momentum $p\approx\beta c$, and their joint kinetic energy is about $p^2$. At a separation of order $1/p$ the Coulomb energy is of order $p$. The ratio is $1/p=\alpha/\beta$. The result therefore requires $\beta\gg\alpha$, and by a wide margin. For a slow pair the attraction multiplies the rate by the Sommerfeld factor $X/(1-e^{-X})\approx1+\pi\alpha/(2\beta)$ with $X=\pi\alpha/\beta$, quoted here without derivation; it is still $1.17$ at $\beta=10\alpha$.

**High energy.** Put $x=M^2/s$. Then

$$(1-2x-2x^2-\dots)(1+2x)=1-6x^2+\dots,$$

$$\mathrm{Im}\,\Pi=\frac\alpha3\left(1-\frac{6M^4}{s^2}+\dots\right).$$

The terms linear in $x$ cancel: the loss of phase space is offset by the current along the line of flight. The plateau $\alpha/3$ is therefore approached quickly.

**The maximum of $\sigma$.** $\mathrm{Im}\,\Pi$ grows steadily with energy, since the derivative of $\beta(3-\beta^2)$ is $3(1-\beta^2)>0$. The cross section has a further factor $1/s=(1-\beta^2)/(4M^2)$. For the massless probe,

$$\sigma=\frac{\pi}{6M^2}\,\beta(3-\beta^2)(1-\beta^2)=\frac{\pi}{6M^2}(3\beta-4\beta^3+\beta^5).$$

The derivative vanishes if $5\beta^4-12\beta^2+3=0$. The root below 1 is $\beta^2=(6-\sqrt{21})/5$, or $\beta=0.532$. This corresponds to $W=1.207\times10^6$ eV, where $\sigma=4.31\times10^{-10}$ Å$^2$. These are lowest-order digits: the known order-$\alpha$ correction to $\mathrm{Im}\,\Pi$ alone moves the maximum to about $1.203\times10^6$ eV and raises it by about 1.3%.

## 8. Worked example

Let a massless probe pair have total energy $W=1.5\times10^6$ eV. The electron rest energy is $M=5.110\times10^5$ eV, so $M^2/s=0.11605$ and

$$\beta=\sqrt{1-4(0.11605)}=0.7320,\qquad 1+\frac{2M^2}{s}=1.2321 .$$

Their product is $0.9019$: the loop has reached 90% of its plateau. With $\alpha=0.0072974$,

$$\mathrm{Im}\,\Pi=\frac{0.0072974}{3}\times0.9019=2.194\times10^{-3}.$$

The forward amplitude has $\mathrm{Im}\,\mathcal M=4\pi\alpha\,\mathrm{Im}\,\Pi=2.012\times10^{-4}$. For the cross section, $M=c^2$ gives $1/s=0.11605/c^4$ in atomic units, and with $c=137.036$

$$\sigma=\frac{4\pi\,(2.194\times10^{-3})(0.11605)}{c^3}
=1.243\times10^{-9}\ \text{bohr}^2=3.48\times10^{-10}\ \text{Å}^2 .$$

The Coulomb ratio of section 7 is $\alpha/\beta=0.0072974/0.7320\approx0.010$. It was estimated for slow particles, so at this speed it indicates only the order of magnitude of the neglected correction; the digits quoted are those of the lowest-order formula. Other energies give:

| $W$ (eV) | $\beta$ | $\mathrm{Im}\,\Pi$ | $\sigma$ (Å$^2$) |
|---|---|---|---|
| $1.03\times10^6$ | 0.124 | $4.52\times10^{-4}$ | $1.52\times10^{-10}$ |
| $1.20\times10^6$ | 0.524 | $1.74\times10^{-3}$ | $4.31\times10^{-10}$ |
| $3.00\times10^6$ | 0.940 | $2.42\times10^{-3}$ | $9.60\times10^{-11}$ |
| $1.00\times10^7$ | 0.995 | $2.43\times10^{-3}$ | $8.69\times10^{-12}$ |

In the first row $\alpha/\beta=0.0073/0.124\approx0.059$, about six times the ratio in the example, so the lowest-order value is least reliable there. The known order-$\alpha$ correction to $\mathrm{Im}\,\Pi$, not derived here, is about $+8\%$ in that row and $+0.7\%$ in the example.

**A real process.** For $\mu^+\mu^-\to e^+e^-$ at $W=3\times10^8$ eV, $\mathrm{Im}\,\Pi$ differs from $\alpha/3$ by a relative $5\times10^{-11}$ within the lowest-order formula. The energy dependence now comes from $1/s$ and the muon factors. With $\beta_i=0.7098$ and $1+2M_\mu^2/s=1.2481$, the latter amount to $1.2481/0.7098=1.758$. The value below is again lowest order, and its third digit does not hold for the physical process: the electron loop has $\mathrm{Re}\,\Pi\approx-0.0086$ at this energy (from the dispersion integral of section 9), so the factor $|1+\Pi|^{-2}$ alone raises $\sigma$ by 1.7%, and vertex corrections and photon emission change it further. Scaling from the first example,

$$\sigma=3.481\times10^{-10}\left(\frac{1.5\times10^6}{3\times10^8}\right)^{2}
\frac{2.432}{2.194}\,(1.758)\ \text{Å}^2=1.70\times10^{-14}\ \text{Å}^2 .$$

## 9. From the cut back to the whole function

The imaginary part determines $\Pi$ up to a constant. The function $f(s)=[\Pi(s)-\Pi(0)]/s$ is analytic except on the cut $s\ge4M^2$. The loop grows logarithmically at large $|s|$, so $f$ falls off and a large circle contributes nothing to Cauchy's integral. What remains is the integral along the two sides of the cut, where $\mathrm{Disc}\,f=2i\,\mathrm{Im}\,\Pi/s'$:

$$\Pi(s)-\Pi(0)=\frac s\pi\int_{4M^2}^\infty\! ds'\,\frac{\mathrm{Im}\,\Pi(s')}{s'(s'-s-i0)} .$$

The subtraction is needed because $\mathrm{Im}\,\Pi$ tends to a constant. Without it the integral would diverge logarithmically. The constant $\Pi(0)$ is absorbed into the measured charge, so that the renormalized $\Pi$ vanishes at $s=0$.

For a spacelike momentum, $s=-Q^2$, no real pair can form and

$$\Pi(-Q^2)-\Pi(0)=-\frac{Q^2}\pi\int_{4M^2}^\infty\! ds'\,\frac{\mathrm{Im}\,\Pi(s')}{s'(s'+Q^2)}<0 .$$

The positive absorption at timelike momenta thus lowers the permittivity $1+\Pi$ as $Q$ grows, and the effective coupling $\alpha/(1+\Pi)$ rises. This is vacuum polarization: a probe with better resolution sees more of the unscreened charge.

Between $Q=M$ and $Q=3M$ the dispersion integral gives a change in $\Pi$ of $-6.428\times10^{-4}$. Direct integration of the loop at these momenta, with no use of the cut, gives the same value. The numerical check makes this comparison and also tests the cross section against amplitudes built from explicit Dirac spinors.

## Calculated quantities

```
fine-structure constant alpha = 0.007297353
speed of light c = 137.035999 atomic units
electron rest energy M = 510998.95 eV
pair threshold 2M = 1021997.90 eV
Example: massless unit-charge probe pair -> e+ e-
  total energy W = 1.5000e+06 eV
  M^2/s = 0.116053
  electron speed beta = 0.731975 (units of c)
  factor 1 + 2M^2/s = 1.232107
  phase space beta/(8 pi) = 0.029124
  spin sum of currents / s, from spinors = 4.928426
  Im Pi = 2.193756e-03
  Im Pi / (alpha/3) = 0.901871
  Im forward amplitude = 2.011702e-04
  sigma from spinor amplitudes = 3.481400e-10 A^2
  sigma from optical theorem = 3.481400e-10 A^2
  same sigma = 1.243231e-09 bohr^2
  Coulomb measure pi alpha/beta = 0.03132
Table: W (eV), beta, Im Pi, sigma massless probe (A^2)
  1.030e+06  0.12441  4.51588e-04  1.51990e-10
  1.100e+06  0.36986  1.28795e-03  3.80069e-10
  1.200e+06  0.52409  1.73715e-03  4.30747e-10
  1.500e+06  0.73197  2.19376e-03  3.48140e-10
  3.000e+06  0.94018  2.41966e-03  9.59974e-11
  1.000e+07  0.99476  2.43235e-03  8.68509e-12
Peak of sigma, massless probe: W = 1.20736e+06 eV
  beta at peak = 0.53243
  sigma at peak = 4.30888e-10 A^2
Example: mu+ mu- -> e+ e-
  muon rest energy = 1.05658e+08 eV
  total energy W = 3.000e+08 eV
  muon speed beta_i = 0.709814 (units of c)
  factor 1 + 2Mi^2/s = 1.248082
  Im Pi = 2.432451e-03
  1 - Im Pi/(alpha/3) = 5.05e-11
  sigma from spinor amplitudes = 1.696869e-14 A^2
  sigma from optical theorem = 1.696869e-14 A^2
Dispersion check: Pi(-Q2^2) - Pi(-Q1^2)
  Q1 = 5.10999e+05 eV, Q2 = 1.53300e+06 eV
  direct loop integral = -6.42765085e-04
  dispersion integral of Im Pi = -6.42765085e-04
High-energy coefficient of -M^4/s^2 (at M^2/s = 0.001) = 6.0080
```
